# Stress-Driven Surface Instability of an Elastic Half-Space in Plane Strain

## Physical situation

A film grown coherently on a crystal of different lattice spacing is held under stress. If atoms can move along its surface, the surface may develop ridges and grooves. Ridges can relax sideways, which lowers the elastic energy, but the corrugated surface has more area, which raises the surface energy. The question is which wavelengths lower the total.

The model is an isotropic, linearly elastic solid with Young modulus $E$ and Poisson ratio $\nu$, filling $y<h(x)$. The surface is free of traction and has a constant energy $\gamma>0$ per area. Before corrugation the stress is uniform: $\sigma_{xx}=\sigma$, $\sigma_{yy}=0$, and $\sigma_{zz}$ has some constant value. Tension is positive. The corrugation is

$$h(x)=a\cos kx,\qquad k=2\pi/\lambda,\qquad |ak|\ll1 .$$

Its mean is zero, so the amount of material is fixed. The far strain is fixed too, and the added deformation is plane strain: no added displacement along $z$, and no dependence on $z$.

"Uniaxial stress under plane strain" can mean $\sigma_{zz}=0$ before corrugation, or $\sigma_{zz}=\nu\sigma$ if the total strain along $z$ vanishes. For ridges running along $z$ the threshold is the same in both cases, as shown below, because only the added strain needs to be plane. To order $a^2$, the energy change per projected area is

$$\boxed{\Delta F=\frac{\gamma k a^2}{4}(k-k_c),\qquad k_c=\frac{2(1-\nu^2)\sigma^2}{E\gamma}}$$

and the surface is unstable to

$$\lambda>\lambda_c=\frac{2\pi}{k_c}=\frac{\pi\gamma E}{(1-\nu^2)\sigma^2}.$$

## Added stress field

Let $\tau_{ij}$ be the stress added by the corrugation. The outward normal is proportional to $(-h',1)$, so zero traction requires

$$-h'(\sigma+\tau_{xx})+\tau_{xy}=0,\qquad -h'\tau_{xy}+\tau_{yy}=0 .$$

Both $h'$ and $\tau_{ij}$ are of first order in $a$. Dropping their products, and moving the conditions from $y=h$ to $y=0$ at the same accuracy, gives

$$\tau_{xy}(x,0)=\sigma h'=-\sigma ak\sin kx,\qquad \tau_{yy}(x,0)=0. \tag{1}$$

Force balance is satisfied by writing the stresses as derivatives of an Airy function $\phi$:

$$\tau_{xx}=\phi_{yy},\qquad \tau_{yy}=\phi_{xx},\qquad \tau_{xy}=-\phi_{xy}.$$

The strains must also derive from a displacement. Since the added $\epsilon_{zz}$ is zero, Hooke's law gives $\tau_{zz}=\nu(\tau_{xx}+\tau_{yy})$. Eliminating $\tau_{zz}$,

$$\epsilon_{xx}=\frac{1+\nu}{E}\left[(1-\nu)\tau_{xx}-\nu\tau_{yy}\right], \tag{2}$$

with $x$ and $y$ exchanged for $\epsilon_{yy}$, and $\epsilon_{xy}=(1+\nu)\tau_{xy}/E$. The compatibility condition $\partial_y^2\epsilon_{xx}+\partial_x^2\epsilon_{yy}=2\partial_x\partial_y\epsilon_{xy}$ becomes, after division by $(1+\nu)/E$,

$$(1-\nu)(\phi_{yyyy}+\phi_{xxxx})-2\nu\phi_{xxyy}=-2\phi_{xxyy}.$$

Collecting terms gives $(1-\nu)\nabla^4\phi=0$, so $\phi$ is biharmonic.

With $\phi=f(y)\cos kx$, this reads $(d^2/dy^2-k^2)^2f=0$. The solutions that decay into the solid, $y\to-\infty$, are $f=(A+By)e^{ky}$. The condition $\tau_{yy}(x,0)=-k^2f(0)\cos kx=0$ gives $A=0$. The shear stress is $\tau_{xy}=kf'(y)\sin kx$, and $f'(0)=B$, so (1) gives $B=-\sigma a$. Differentiating $f=-\sigma a\,y e^{ky}$ yields

$$\begin{aligned}
\tau_{xx}&=-\sigma ak(2+ky)e^{ky}\cos kx,\\
\tau_{yy}&=\sigma ak^2y\,e^{ky}\cos kx,\\
\tau_{xy}&=-\sigma ak(1+ky)e^{ky}\sin kx .
\end{aligned}\tag{3}$$

At the surface $\tau_{xx}=-2\sigma ak\cos kx$. For $a>0$ the stress is $\sigma(1-2ak)$ at a crest and $\sigma(1+2ak)$ in a trough. Crests are relaxed and troughs are loaded, in tension and in compression alike.

## Elastic energy from the surface energy density

Let $W=\tfrac12\sigma_{ij}\epsilon_{ij}$ be the elastic energy density. For a linear material its first-order change is the initial stress times the added strain. Initially $\sigma_{yy}=\sigma_{xy}=0$, while the added $\epsilon_{zz}$ is zero, so

$$\delta W=\sigma\epsilon_{xx}+\sigma_{zz}\cdot0=\sigma\epsilon_{xx}.$$

The initial $\sigma_{zz}$ has dropped out. At the surface $\tau_{yy}=0$, and (2) gives $\epsilon_{xx}=(1-\nu^2)\tau_{xx}/E$. Therefore

$$\delta W(x,0)=-\frac{2(1-\nu^2)\sigma^2ak}{E}\cos kx. \tag{4}$$

To obtain the total energy, let the surface move by $\delta h$. The elastic energy changes because the domain changes and because the displacement field readjusts by $\delta\mathbf u$:

$$\delta F_{\rm el}=\int W\,\delta h\,dx+\int\sigma_{ij}\,\partial_j\delta u_i\,dV .$$

By force balance the second integral equals the boundary work $\oint\sigma_{ij}n_j\delta u_i\,dS$. It vanishes on the free surface because the traction is zero, cancels between periodic side faces, and vanishes at depth because the displacement is held there. The first integral remains. For $\delta h=\delta a\cos kx$, the energy per projected area obeys

$$\frac{dF_{\rm el}}{da}=\frac1\lambda\int_0^\lambda W\cos kx\,dx=-\frac{(1-\nu^2)\sigma^2ak}{E}. \tag{5}$$

The uniform part of $W$ averages to zero against the cosine, and $\langle\cos^2kx\rangle=1/2$. Integrating from zero amplitude,

$$\Delta F_{\rm el}=-\frac{(1-\nu^2)\sigma^2ka^2}{2E}. \tag{6}$$

Changing $a$ to $-a$ only shifts the profile by half a wavelength, so $F_{\rm el}$ is even in $a$ and has no cubic term for a single cosine.

## The same energy from the relaxation work

A second route checks the factor in (6) and gives a form suited to numerical work. On the corrugated domain, let the added displacement be $\mathbf u=(u,v)$. With $C$ the elastic tensor, the energy relative to the unrelaxed, uniformly stressed body is

$$\Delta F_{\rm el}=\frac1\lambda\left[\sigma\int\epsilon_{xx}\,dV+\frac12\int\epsilon C\epsilon\,dV\right],$$

where the integrals are over one period and unit length in $z$. The unrelaxed energy does not depend on $a$, because the volume is fixed. At the minimum, scaling $\mathbf u$ by a factor near one cannot change the energy to first order, so $\sigma\int\epsilon_{xx}dV+\int\epsilon C\epsilon\,dV=0$. Hence

$$\Delta F_{\rm el}=\frac{\sigma}{2\lambda}\int\epsilon_{xx}\,dV=-\frac{\sigma}{2\lambda}\int_0^\lambda u\,h'\,dx. \tag{7}$$

The last step uses the divergence theorem with $n_x\,dS=-h'dx$. Integrating the surface strain gives $u=-2(1-\nu^2)\sigma a\sin kx/E$, and $h'=-ak\sin kx$. Their product has the mean $(1-\nu^2)\sigma a^2k/E$, so (7) reproduces (6).

In a numerical calculation, (7) avoids subtracting two large, nearly equal elastic energies.

## Surface energy and threshold

The extra surface length per projected length is

$$\left\langle\sqrt{1+h'^2}-1\right\rangle\simeq\tfrac12\langle h'^2\rangle=\tfrac14a^2k^2,$$

so $\Delta F_{\rm surf}=\gamma k^2a^2/4$. Adding (6),

$$\Delta F=\frac{a^2}{4}\left[\gamma k^2-\frac{2(1-\nu^2)\sigma^2}{E}k\right]=\frac{\gamma ka^2}{4}(k-k_c).$$

The surface cost scales as $k^2$ and the elastic gain as $k$, so the gain wins at long wavelengths. At $\lambda=\lambda_c$ the quadratic energy vanishes, and higher orders would decide. As $\sigma\to0$, $\lambda_c$ grows as $\sigma^{-2}$. In this half-space model any nonzero stress therefore leaves some sufficiently long waves unstable.

This threshold is for ridges along $z$. A wave whose wavevector makes an angle $\alpha$ with $x$ feels a normal stress $\sigma_n=\sigma\cos^2\alpha+\sigma_{zz}\sin^2\alpha$ and a shear stress $\sigma_s=(\sigma_{zz}-\sigma)\sin\alpha\cos\alpha$ along its ridges. The shear drives a displacement parallel to the ridges that decays as $e^{ky}$. Its surface value per unit traction is $2(1+\nu)/(Ek)$, against $2(1-\nu^2)/(Ek)$ for the in-plane case above, so $\sigma^2$ in $k_c$ is replaced by $\sigma_n^2+\sigma_s^2/(1-\nu)$. With $w=1-\sigma_{zz}/\sigma$ and $s=\sin^2\alpha$, this exceeds $\sigma^2$ by $\sigma^2sw\,[w(1-\nu s)-2(1-\nu)]/(1-\nu)$, which is never positive when $2\nu-1\le\sigma_{zz}/\sigma\le1$. In that range, which contains $\sigma_{zz}=0$, $\nu\sigma$ and $\sigma$ for $0\le\nu\le1/2$, no direction has a shorter threshold than $\lambda_c$. Outside it, waves in other directions become unstable at shorter wavelengths.

For a small periodic profile with several modes, $h=\sum_m a_m\cos(k_mx+\theta_m)$ with distinct $k_m>0$, the quadratic energy cannot change when the whole profile is shifted along $x$. A product of modes with different $k$ would change, so it is absent:

$$\Delta F=\sum_m\frac{\gamma k_ma_m^2}{4}(k_m-k_c).$$

At this order the profile can have a lower energy than the flat surface only if it contains a mode with $k_m<k_c$.

## Growth rates for two transport mechanisms

A negative $\Delta F$ gives the direction of change; the rate requires a transport law. The energy per added volume is

$$\mu=\gamma\kappa+W,\qquad \kappa=-\frac{h''}{(1+h'^2)^{3/2}},$$

where $\kappa$ is positive at a crest. With $W_0$ the flat-surface energy density, (4) gives to first order

$$\mu-W_0=\gamma k(k-k_c)\,h. \tag{8}$$

For surface diffusion with constant mobility $M$, the volume flux is $J=-M\,\partial\mu/\partial x$. Conservation, $\partial h/\partial t=-\partial J/\partial x$, gives

$$\frac{\dot a}{a}=M\gamma k^3(k_c-k).$$

The derivative $3k^2k_c-4k^3$ vanishes at $k=3k_c/4$, so the fastest wave has $\lambda=4\lambda_c/3$.

For attachment-limited exchange with a reservoir at $\mu=W_0$, which balances the flat surface, $\partial h/\partial t=-L(\mu-W_0)$ with a constant coefficient $L$. Then

$$\frac{\dot a}{a}=L\gamma k(k_c-k),$$

which is largest at $k=k_c/2$, or $\lambda=2\lambda_c$. Both mechanisms share the threshold but select different wavelengths. These rates require $|ak|\ll1$. Close to the threshold they also require $(ak)^2\ll|k-k_c|/k_c$, because the linear rate vanishes at $k_c$ and higher orders can then reverse its sign. They do not predict the final surface shape.

## Worked example

Take the round values $E=100$ GPa, $\nu=0.25$, $\gamma=1$ J/m² and $\sigma=2$ GPa. With lengths in nm and stresses in GPa, energies per area come out in J/m², since 1 GPa nm = 1 J/m². Then

$$k_c=\frac{2(0.9375)(2)^2}{(100)(1)}=0.075\ {\rm nm^{-1}},\qquad \lambda_c=\frac{2\pi}{0.075}=83.8\ {\rm nm}.$$

Now compare two wavelengths at the same amplitude, $a=0.2$ nm. For $\lambda=60$ nm, $k=0.1047$ nm$^{-1}$ and

$$\begin{aligned}
\Delta F_{\rm surf}&=\frac{(1)(0.1047)^2(0.2)^2}{4}=0.1097\ {\rm mJ/m^2},\\
\Delta F_{\rm el}&=-\frac{(0.9375)(2)^2(0.1047)(0.2)^2}{2(100)}=-0.0785\ {\rm mJ/m^2},
\end{aligned}$$

where the results have been converted from J/m². The sum is $+0.031$ mJ/m², so this wave decays under either transport law.

For $\lambda=120$ nm, $k$ is halved. The surface cost falls to a quarter, 0.0274 mJ/m², but the elastic gain falls only to half, 0.0393 mJ/m². The sum is $-0.012$ mJ/m², and this wave grows. Its crest and trough stresses are 1.96 and 2.04 GPa. This modulation of about 2% is proportional to $a$, whereas the sign of $\Delta F$ at this order depends only on the wavelength.

The fastest wavelength is about 112 nm for surface diffusion and 168 nm for attachment-limited exchange.

## Finite-element comparison

The formulas were compared with a finite-element solution on the corrugated domain, which uses neither (3) nor the linearized boundary condition (1). The domain is periodic, 1.5 wavelengths deep and held at the bottom. With the example's parameters and $ak=0.005$, the total energy changes sign at 83.78 nm, in agreement with $\lambda_c$. The relaxation energy agrees with (6) within 0.02% for $\nu=0$, 0.25 and 0.45. The $\cos kx$ component of the elastic energy density at the surface, divided by its value from (4), is the same, to the printed digits, for $\sigma_{zz}=0$, $\nu\sigma$ and $\sigma$.

At $ak=0.2$, the slope of the elastic energy with amplitude is $-7.077\times10^{-3}$ GPa, and the surface integral in (5), evaluated with the numerical $W$, gives $-7.078\times10^{-3}$ GPa. The shape derivative thus holds beyond small slopes. The linear formula on the right of (5) gives $-7.5\times10^{-3}$ GPa, about 6% larger in magnitude than the computed slope.

For two modes, $k$ with $ak=0.005$ and $2k$ with amplitude $0.6a$, the joint elastic energy is 0.9973 of the sum of the separate energies. A cubic term $a_1^2a_2$ is allowed by translation symmetry and would have a relative size of order $ak$. It may account for the 0.3% difference, but this was not isolated from discretization error.

The comparison uses linear elasticity on both sides, so it does not test that assumption. The remaining values are in the numerical output below.

## Use for strained films

For a film under equal biaxial misfit strain $\epsilon_m$, Hooke's law with zero normal stress gives $\sigma=\sigma_{zz}=E\epsilon_m/(1-\nu)$. All in-plane directions are then equivalent, and $\sigma_{zz}$ does not enter the threshold for ridges along $z$, so

$$\lambda_c=\frac{\pi\gamma(1-\nu)}{E(1+\nu)\epsilon_m^2}.$$

The example corresponds to $|\epsilon_m|=2(0.75)/100=1.5\%$. These formulas assume that the film stays coherent with the substrate. In a sufficiently thick film, dislocations can relieve part of the misfit; the remaining stress is then smaller and $\lambda_c$ is longer.

If film and substrate have equal elastic constants, the result does not require a thick film, provided that the troughs stay above the interface. The added field is driven by the surface condition (1), and it sees a homogeneous half-space even though the misfit stress exists only in the film. A rigid substrate instead forbids displacement below the interface. This restricts the fields over which the energy is minimized, so it cannot increase the elastic gain. The threshold wavelength cannot decrease, and for a sufficiently thin film there may be no unstable wavelength at all.

A very thin film may also have an energy $\Phi(t)$ per area that depends on its thickness $t$ through interaction with the substrate. At fixed mean thickness it adds $\tfrac12\Phi''\langle h^2\rangle=\Phi''a^2/4$, so that

$$\Delta F=\frac{a^2}{4}\left(\gamma k^2-\gamma k_ck+\Phi''\right).$$

The bracket is smallest at $k=k_c/2$, where it equals $\Phi''-\gamma k_c^2/4$. If $\Phi''>\gamma k_c^2/4$, all these small waves cost energy. In the example this bound is $(1)(0.075)^2/4\approx0.0014$ J m$^{-2}$ nm$^{-2}$.

The example's modulus and surface energy are of the order found in semiconductor crystals. Germanium on silicon has a misfit of roughly 4%, well above the 1.5% used here. Keeping the other parameters fixed, the $\epsilon_m^{-2}$ scaling would reduce $\lambda_c$ to about 12 nm. This is a model estimate, not a measured ridge spacing. At such misfits the equilibrium thickness for coherent growth is only a few nanometres or less, far below $\lambda_c$. The added field, which decays over a depth $1/k$, then reaches into the substrate, and the stiffer silicon lengthens the threshold. At 4% the neglected corrections discussed below are also larger, with $2(1-\nu^2)|\sigma|/E\approx0.1$. Real crystal surfaces break the assumption of constant $\gamma$. If the surface energy is a smooth function of the slope angle $\theta$, expanding it to second order replaces $\gamma$ in the threshold by the stiffness $\gamma+d^2\gamma/d\theta^2$, taken at the flat orientation and assumed positive. A stiffness twice as large doubles $\lambda_c$. At a facet, where $\gamma(\theta)$ has a cusp, this expansion fails and the present criterion does not apply.

Surface stress has also been left out. A surface stress of magnitude $\gamma$ would add tractions of relative size $\gamma k_c/|\sigma|=2(1-\nu^2)|\sigma|/E$ at threshold, which is 0.04 in the example. Geometric nonlinearity enters at the same order in $|\sigma|/E$. The coefficients of these corrections are not derived here, so the physical threshold in the example should be read as about 84 nm, with possible shifts of several percent.

## Table of computed values

```
Young modulus E = 100.0 GPa, Poisson ratio = 0.25
surface energy = 1.00 J/m^2, stress = 2.00 GPa
critical wavenumber, formula = 0.07500 1/nm
critical wavelength, formula = 83.776 nm
neglected surface-stress ratio gamma*k_c/sigma = 0.0375
largest stress-field error / (2 a k sigma) = 1.26e-02
surface energy density, FEM/formula, s_zz = 0: 0.99990
surface energy density, FEM/formula, s_zz = nu*sigma: 0.99990
surface energy density, FEM/formula, s_zz = sigma: 0.99990
relaxation energy, FEM/formula, nu = 0.00: 0.99992
relaxation energy, FEM/formula, nu = 0.25: 0.99991
relaxation energy, FEM/formula, nu = 0.45: 0.99982
shape derivative at a*k = 0.2, energy slope = -7.077401e-03 GPa
shape derivative at a*k = 0.2, from W = -7.077515e-03 GPa
two-mode energy / sum of single modes = 0.99731
critical wavelength, FEM energy balance = 83.783 nm
fastest wavelength, surface diffusion: formula 111.70 nm, FEM 111.71 nm
fastest wavelength, attachment-limited: formula 167.55 nm, FEM 167.57 nm
example amplitude a = 0.20 nm
wavelength 60 nm: k = 0.10472 1/nm, a*k = 0.02094
  surface energy change = 0.10966 mJ/m^2
  elastic energy change = -0.07854 mJ/m^2
  total change, formula = 0.03112 mJ/m^2
  total change, FEM = 0.03114 mJ/m^2
  first-order stress: crest 1.9162 GPa, trough 2.0838 GPa
wavelength 120 nm: k = 0.05236 1/nm, a*k = 0.01047
  surface energy change = 0.02742 mJ/m^2
  elastic energy change = -0.03927 mJ/m^2
  total change, formula = -0.01185 mJ/m^2
  total change, FEM = -0.01185 mJ/m^2
  first-order stress: crest 1.9581 GPa, trough 2.0419 GPa
```
